**Dissociative excitation and the floor in oxygen actinometry**

The program tests the photon ratio $R=f(\eta_{\mathrm O}/\eta_{\mathrm{Ar}})[2Dk_d+(1-D)k_{de}]/k_{\mathrm{Ar}}$, which stays finite as the atomic fraction $D$ of oxygen nuclei goes to zero. Here $f$ is the number of O₂-equivalent molecules per argon atom, the $\eta$ are the radiating fractions of the upper states, and $k_d$, $k_{de}$ and $k_{\mathrm{Ar}}$ are the direct, dissociative and argon excitation coefficients. It asserts that the closed Maxwellian rates agree with energy quadrature, and that a steady five-population kinetic model reproduces the line ratio, the naive and corrected inversions and the fractions at which the bias is 100 % and 10 %. It also asserts the temperature slope of $\beta=k_{de}/k_d$ and the sensitivity of the corrected fraction to $\beta$. A time-dependent run from undissociated gas must come within 1 % of the floor after 1 µs, and must fall below 1 % of it when dissociative excitation is switched off. For the rough model inputs at 3 eV, the floor is 2.39 and a true dissociation of 1.04 % is read as 3.75 %. A Druyvesteyn distribution with the same mean energy lowers $\beta$ about 14-fold, so the size of the bias depends strongly on the electron tail.

## Numerical check

```python
"""Oxygen actinometry: finite O 844.6 nm / Ar 750.4 nm ratio without O atoms.

Result under test, for photon ratio R and atomic fraction D of O nuclei:
  R = f*(eta_O/eta_Ar)*(2*D*k_d + (1-D)*k_de)/k_Ar
  D_app = D + beta*(1-D)/2,  beta = k_de/k_d
f: O2-equivalent molecules per Ar atom; eta: radiating fraction of upper states
k_d: e+O -> O*; k_de: e+O2 -> O+O*; k_Ar: e+Ar -> Ar*
D_app: atomic fraction inferred when dissociative excitation is ignored.
Cross sections are model functions s*(1-threshold/E), with rough round inputs.
Internal units are SI, except energies and electron temperature in eV.
"""
import numpy as np
from scipy.constants import e, m_e, k as k_B, torr
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import gamma

# Rough inputs for a low-pressure inductive ashing plasma
Te = 3.0
pressure_mTorr = 10.0
gas_temperature = 500.0
argon_fraction = 0.05
electron_density = 1e16
wall_frequency = 1500.0
bond_energy = 5.1
A_O, A_Ar = 3e7, 4e7
quench_O, quench_Ar = 1e-15, 5e-16
process = {                       # plateau in m^2, threshold in eV
    "direct": (1e-21, 11.0),
    "dissociative": (3e-22, 11.0 + bond_energy),
    "argon": (1e-21, 13.5),
    "dissociation": (1e-20, 6.0),
}
gas_density = pressure_mTorr * 1e-3 * torr / (k_B * gas_temperature)
oxygen_density = (1 - argon_fraction) * gas_density
f = (1 - argon_fraction) / argon_fraction
loss_O = A_O + quench_O * oxygen_density
loss_Ar = A_Ar + quench_Ar * oxygen_density
eta_O, eta_Ar = A_O / loss_O, A_Ar / loss_Ar


def closed_rate(name, T):
    plateau, threshold = process[name]
    return plateau * np.sqrt(8 * e * T / (np.pi * m_e)) * np.exp(-threshold / T)


def integrated_rate(name, T, druyvesteyn=False, extra_threshold=0.0):
    """Average sigma*v over a numerically normalized energy distribution."""
    plateau, threshold = process[name]
    threshold += extra_threshold
    if druyvesteyn:
        width = 1.5 * T * gamma(0.75) / gamma(1.25)
        shape = lambda E: np.sqrt(E) * np.exp(-(E / width)**2)
    else:
        shape = lambda E: np.sqrt(E) * np.exp(-E / T)
    options = dict(epsabs=0.0, epsrel=1e-10, limit=300)
    norm = quad(shape, 0, 40 * T, **options)[0]
    integrand = lambda E: (plateau * (1 - threshold / E)
                           * np.sqrt(2 * e * E / m_e) * shape(E))
    return quad(integrand, threshold, threshold + 40 * T, **options)[0] / norm


rates = {name: integrated_rate(name, Te) for name in process}
for name in process:
    assert np.isclose(rates[name], closed_rate(name, Te), rtol=1e-7)


def beta_closed(T):
    return closed_rate("dissociative", T) / closed_rate("direct", T)


def beta_integrated(T, **options):
    return (integrated_rate("dissociative", T, **options)
            / integrated_rate("direct", T, **options))


beta = beta_closed(Te)
step = 1e-3
log_slope = (np.log(beta_integrated(Te * np.exp(step)))
             - np.log(beta_integrated(Te * np.exp(-step)))) / (2 * step)
assert np.isclose(log_slope, bond_energy / Te, rtol=1e-5)


def kinetic_matrix(wall_rate, dissociative_on=True):
    """Populations: O2, O, O*, Ar, Ar*. Photons come only from starred states."""
    dissociation = electron_density * rates["dissociation"]
    direct = electron_density * rates["direct"]
    dissociative = electron_density * rates["dissociative"] * dissociative_on
    argon = electron_density * rates["argon"]
    return np.array([
        [-dissociation - dissociative, wall_rate / 2, 0, 0, 0],
        [2 * dissociation + dissociative, -wall_rate - direct, loss_O, 0, 0],
        [dissociative, direct, -loss_O, 0, 0],
        [0, 0, 0, -argon, loss_Ar],
        [0, 0, 0, argon, -loss_Ar]])


def observe(population):
    O2, O, O_star, Ar, Ar_star = population
    return O / (O + 2 * O2), A_O * O_star / (A_Ar * Ar_star)


def steady_state(wall_rate):
    matrix = kinetic_matrix(wall_rate)
    matrix[0] = [2, 1, 1, 0, 0]
    matrix[3] = [0, 0, 0, 1, 1]
    return observe(np.linalg.solve(matrix, [2, 0, 0, 1 / f, 0]))


def ratio_formula(D):
    return (f * eta_O / eta_Ar * (2 * D * closed_rate("direct", Te)
            + (1 - D) * closed_rate("dissociative", Te))
            / closed_rate("argon", Te))


def naive_fraction(R, T=Te):
    return (R * eta_Ar * closed_rate("argon", T)
            / (2 * f * eta_O * closed_rate("direct", T)))


def corrected_fraction(R, T=Te, beta_value=None):
    b = beta_closed(T) if beta_value is None else beta_value
    return (naive_fraction(R, T) - b / 2) / (1 - b / 2)


# The full steady kinetics test the line formula and both inversions
D_true, R_steady = steady_state(wall_frequency)
D_naive = naive_fraction(R_steady)
atom_source = electron_density * (rates["dissociation"] + rates["dissociative"])
assert np.isclose(D_true, atom_source / (atom_source + wall_frequency), rtol=1e-6)
assert np.isclose(R_steady, ratio_formula(D_true), rtol=1e-6)
assert np.isclose(D_naive, D_true + beta * (1 - D_true) / 2, rtol=1e-6)
assert np.isclose(corrected_fraction(R_steady), D_true, rtol=1e-5)


def at_fraction(D):
    return steady_state(atom_source * (1 - D) / D)


scan = []
for requested in (0.001, 0.01, 0.1, 0.5):
    actual, ratio = at_fraction(requested)
    apparent = naive_fraction(ratio)
    assert np.isclose(apparent, actual + beta * (1 - actual) / 2, rtol=1e-6)
    scan.append((actual, ratio, apparent))

# Locate prescribed biases from the kinetic signal rather than its formula
bias_limits = {}
for allowed in (1.0, 0.1):
    def excess(D):
        actual, ratio = at_fraction(D)
        return naive_fraction(ratio) / actual - 1 - allowed
    bias_limits[allowed] = brentq(excess, 1e-4, 0.9)
    assert np.isclose(bias_limits[allowed], beta / (beta + 2 * allowed), rtol=1e-5)

# Error propagation through subtraction
change = beta * 1e-4
sensitivity = (corrected_fraction(R_steady, beta_value=beta + change)
               - corrected_fraction(R_steady, beta_value=beta - change)) / (2 * change)
assert np.isclose(sensitivity, -(1 - D_true) / (2 - beta), rtol=1e-5)
beta_error = 0.3
D_error = abs(sensitivity) * beta_error * beta
wrong_Te = 1.1 * Te
D_wrong_Te = corrected_fraction(R_steady, wrong_Te)

# Start from undissociated gas, with and without dissociative excitation
onset_time = 1e-6


def onset(dissociative_on):
    matrix = kinetic_matrix(wall_frequency, dissociative_on)
    solution = solve_ivp(lambda t, y: matrix @ y, (0, onset_time),
                         [1, 0, 0, 1 / f, 0], method="Radau", jac=matrix,
                         rtol=1e-8, atol=1e-16)
    assert solution.success
    return observe(solution.y[:, -1])


D_onset, R_onset = onset(True)
D_control, R_control = onset(False)
R_floor = ratio_formula(0.0)
# The small allowance covers atoms formed during the first microsecond.
assert np.isclose(R_onset, R_floor, rtol=0.01)
assert R_control < 0.01 * R_floor

# Sizes of omitted effects; fractions and extra energies are rough inputs
beta_druyvesteyn = beta_integrated(Te, druyvesteyn=True)
assert 0 < beta_druyvesteyn < beta
D_druyvesteyn = D_true + beta_druyvesteyn * (1 - D_true) / 2
fragment_energy = 1.0
fragment_factor = (integrated_rate("dissociative", Te,
                   extra_threshold=fragment_energy) / rates["dissociative"])
O2_metastable_fraction, O2_metastable_energy = 0.1, 1.0
O2_metastable_rate = integrated_rate("dissociative", Te,
                                    extra_threshold=-O2_metastable_energy)
O2_factor = (1 - O2_metastable_fraction
             + O2_metastable_fraction * O2_metastable_rate / rates["dissociative"])
Ar_metastable_fraction, Ar_metastable_energy = 1e-4, 11.5
Ar_metastable_plateau = 1e-20
process["argon_step"] = (Ar_metastable_plateau,
                         process["argon"][1] - Ar_metastable_energy)
Ar_extra = (Ar_metastable_fraction * integrated_rate("argon_step", Te)
            / rates["argon"])

print(f"Pressure: {pressure_mTorr:.0f} mTorr; gas temperature: {gas_temperature:.0f} K")
print(f"Electron temperature: {Te:.1f} eV")
print(f"Electron density: {electron_density*1e-6:.1e} cm^-3")
print(f"Argon feed: {100*argon_fraction:.0f} %; O2/Ar ratio f: {f:.1f}")
print(f"O2-equivalent density: {oxygen_density*1e-6:.3e} cm^-3")
print(f"Wall recombination frequency: {wall_frequency:.0f} s^-1")
print(f"Model O2 bond energy: {bond_energy:.1f} eV")
for name in ("direct", "dissociative", "argon", "dissociation"):
    plateau, threshold = process[name]
    print(f"{name}: plateau {plateau*1e4:.1e} cm^2, threshold {threshold:.1f} eV")
    print(f"{name}: rate coefficient {rates[name]*1e6:.3e} cm^3/s")
print(f"Decay rates A_O, A_Ar: {A_O:.1e}, {A_Ar:.1e} s^-1")
print(f"Quenching by O2: O* {quench_O*1e6:.1e}, Ar* {quench_Ar*1e6:.1e} cm^3/s")
print(f"Radiating fractions eta_O, eta_Ar: {eta_O:.4f}, {eta_Ar:.4f}")
print(f"beta = k_de/k_d: {beta:.5f}; d ln beta/d ln Te: {log_slope:.3f}")
print(f"Photon ratio floor at D=0: {R_floor:.4f}")
print(f"Steady photon ratio: {R_steady:.4f}; steady/floor: {R_steady/R_floor:.3f}")
print(f"True steady D: {100*D_true:.3f} %; naive D: {100*D_naive:.3f} %")
print(f"Naive/true D: {D_naive/D_true:.3f}")
print(f"True O density: {2*D_true*oxygen_density*1e-6:.3e} cm^-3")
print(f"Naive O density: {2*D_naive*oxygen_density*1e-6:.3e} cm^-3")
print(f"Dissociative share of O light: {100*R_floor*(1-D_true)/R_steady:.1f} %")
for actual, ratio, apparent in scan:
    print(f"Scan: D {100*actual:.1f} %, R {ratio:.3f}, naive D {100*apparent:.3f} %, "
          f"factor {apparent/actual:.3f}")
for allowed, fraction in bias_limits.items():
    print(f"D where bias is {100*allowed:.0f} %: {100*fraction:.2f} %")
for temperature in (2.0, 3.0, 4.0, 5.0):
    b = beta_integrated(temperature)
    print(f"Te {temperature:.0f} eV: beta {b:.5f}, naive D at D=0 {50*b:.3f} %")
print(f"beta error {100*beta_error:.0f} %: D error {100*D_error:.3f} percentage points")
print(f"That error relative to true D: {100*D_error/D_true:.1f} %")
print(f"Corrected D using Te {wrong_Te:.1f} eV: {100*D_wrong_Te:.3f} %")
print(f"Upper-state lifetime O*, Ar*: {1e9/loss_O:.1f}, {1e9/loss_Ar:.1f} ns")
print(f"At {onset_time*1e6:.0f} us: true D {100*D_onset:.5f} %, R {R_onset:.4f}")
print(f"At same time, dissociative channel off: R {R_control:.6f}")
print(f"Druyvesteyn, same mean energy: beta {beta_druyvesteyn:.5f}")
print(f"Druyvesteyn beta/Maxwellian beta: {beta_druyvesteyn/beta:.4f}")
print(f"Druyvesteyn naive D at same true D: {100*D_druyvesteyn:.3f} %")
print(f"Fragment energy {fragment_energy:.1f} eV: floor factor {fragment_factor:.3f}")
print(f"O2 metastables {100*O2_metastable_fraction:.0f} % at "
      f"{O2_metastable_energy:.1f} eV: floor factor {O2_factor:.3f}")
print(f"Ar metastables {Ar_metastable_fraction:.0e} at {Ar_metastable_energy:.1f} eV, "
      f"plateau {Ar_metastable_plateau*1e4:.0e} cm^2")
print(f"Resulting extra Ar excitation: {100*Ar_extra:.2f} %")
print("OK")
```

Printed output:

```
Pressure: 10 mTorr; gas temperature: 500 K
Electron temperature: 3.0 eV
Electron density: 1.0e+10 cm^-3
Argon feed: 5 %; O2/Ar ratio f: 19.0
O2-equivalent density: 1.835e+14 cm^-3
Wall recombination frequency: 1500 s^-1
Model O2 bond energy: 5.1 eV
direct: plateau 1.0e-17 cm^2, threshold 11.0 eV
direct: rate coefficient 2.963e-11 cm^3/s
dissociative: plateau 3.0e-18 cm^2, threshold 16.1 eV
dissociative: rate coefficient 1.624e-12 cm^3/s
argon: plateau 1.0e-17 cm^2, threshold 13.5 eV
argon: rate coefficient 1.288e-11 cm^3/s
dissociation: plateau 1.0e-16 cm^2, threshold 6.0 eV
dissociation: rate coefficient 1.569e-09 cm^3/s
Decay rates A_O, A_Ar: 3.0e+07, 4.0e+07 s^-1
Quenching by O2: O* 1.0e-09, Ar* 5.0e-10 cm^3/s
Radiating fractions eta_O, eta_Ar: 0.9939, 0.9977
beta = k_de/k_d: 0.05481; d ln beta/d ln Te: 1.700
Photon ratio floor at D=0: 2.3869
Steady photon ratio: 3.2646; steady/floor: 1.368
True steady D: 1.036 %; naive D: 3.748 %
Naive/true D: 3.617
True O density: 3.802e+12 cm^-3
Naive O density: 1.375e+13 cm^-3
Dissociative share of O light: 72.4 %
Scan: D 0.1 %, R 2.472, naive D 2.838 %, factor 28.375
Scan: D 1.0 %, R 3.234, naive D 3.713 %, factor 3.713
Scan: D 10.0 %, R 10.859, naive D 12.466 %, factor 1.247
Scan: D 50.0 %, R 44.746, naive D 51.370 %, factor 1.027
D where bias is 100 %: 2.67 %
D where bias is 10 %: 21.51 %
Te 2 eV: beta 0.02342, naive D at D=0 1.171 %
Te 3 eV: beta 0.05481, naive D at D=0 2.740 %
Te 4 eV: beta 0.08383, naive D at D=0 4.191 %
Te 5 eV: beta 0.10818, naive D at D=0 5.409 %
beta error 30 %: D error 0.836 percentage points
That error relative to true D: 80.7 %
Corrected D using Te 3.3 eV: 0.873 %
Upper-state lifetime O*, Ar*: 33.1, 24.9 ns
At 1 us: true D 0.00157 %, R 2.3882
At same time, dissociative channel off: R 0.001320
Druyvesteyn, same mean energy: beta 0.00388
Druyvesteyn beta/Maxwellian beta: 0.0708
Druyvesteyn naive D at same true D: 1.228 %
Fragment energy 1.0 eV: floor factor 0.717
O2 metastables 10 % at 1.0 eV: floor factor 1.040
Ar metastables 1e-04 at 11.5 eV, plateau 1e-16 cm^2
Resulting extra Ar excitation: 4.62 %
OK
```
